# Counting Independent Samples in a Correlated Molecular-Dynamics Run: verification in Python

```python
"""
Result under test: N correlated samples determine a mean as well as
    N_eff = N / (2 tau),   tau = 1/2 + sum_{t>=1} rho(t),
independent samples, if the run is much longer than the correlations.
rho(t): normalized autocorrelation at lag t (in samples); 2 tau is the
two-sided sum of rho. N = 10000 and tau = 50 give N_eff = 100.
phi: lag-one correlation of the series x[t] = phi x[t-1] + random kick,
for which rho(t) = phi**t. Series have unit variance unless stated.
Example: energy gap between a first-principles and a surrogate potential.
Energies are in meV per simulation cell, times in fs.
"""
import numpy as np
from scipy import constants, fft
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import lfilter

N = 10000
TAU = 50.0
lags = np.arange(N)


def variance_from_kicks(phi, n):
    """Variance of the mean from squared weights of independent kicks."""
    response = np.cumsum(phi ** np.arange(n))
    total = response[-1] ** 2 + (1 - phi**2) * np.sum(response[:-1] ** 2)
    return total / n**2


def variance_from_correlation(rho):
    """Variance of the mean from the two-sided correlation sum."""
    n = len(rho)
    t = np.arange(1, n)
    return (1 + 2 * np.sum((1 - t / n) * rho[1:])) / n


# Three readings of "correlation time 50", each solved from its definition
def positive_lag_sum(phi):
    return np.sum(phi ** lags[1:])


readings = {
    "half of two-sided sum": (lambda p: 0.5 + positive_lag_sum(p), N / (2 * TAU)),
    "sum over t>=1": (positive_lag_sum, N / (1 + 2 * TAU)),
    "whole two-sided sum": (lambda p: 1 + 2 * positive_lag_sum(p), N / TAU),
}
reading_results = {}
for name, (definition, long_run_value) in readings.items():
    root = brentq(lambda p: definition(p) - TAU, 0.5, 0.99, xtol=1e-14)
    n_eff_exact = 1 / variance_from_kicks(root, N)
    # finite run length changes the long-run value by about tau/N
    assert abs(n_eff_exact / long_run_value - 1) < 0.01
    reading_results[name] = (root, long_run_value, n_eff_exact)

phi = reading_results["half of two-sided sum"][0]
assert abs(phi - (2 * TAU - 1) / (2 * TAU + 1)) < 1e-10
var_mean = variance_from_kicks(phi, N)
assert abs(variance_from_correlation(phi**lags) / var_mean - 1) < 1e-9
g_finite = 2 * TAU - (4 * TAU**2 - 1) / (2 * N)
assert abs(g_finite / (N * var_mean) - 1) < 1e-9
n_eff = N / (2 * TAU)

# Another shape of correlation with the same tau: moving average
width = 100
rho_triangle = np.clip(1 - lags / width, 0, None)
tau_triangle = 0.5 + np.sum(rho_triangle[1:])
assert abs(tau_triangle - TAU) < 1e-10
weights = np.convolve(np.ones(N), np.ones(width) / np.sqrt(width))
var_triangle = np.sum(weights**2) / N**2
assert abs(variance_from_correlation(rho_triangle) / var_triangle - 1) < 1e-9
assert abs(1 / var_triangle / n_eff - 1) < 0.01

# Thinning: keep every k-th frame
thinned = {k: 1 / variance_from_kicks(phi**k, N // k) for k in (10, 100)}
assert thinned[10] > 0.98 / var_mean
assert thinned[100] < 0.85 / var_mean

# Simulated trajectories: scatter of means, of variances, and estimated tau
rng = np.random.default_rng(12345)
n_runs, batch, window = 4000, 200, 250
fft_length = fft.next_fast_len(N + window + 1, real=True)
means, variances, tau_estimates = [], [], []
for _ in range(n_runs // batch):
    kicks = rng.standard_normal((batch, N))
    kicks[:, 1:] *= np.sqrt(1 - phi**2)
    x = lfilter([1.0], [1.0, -phi], kicks, axis=1)
    run_mean = x.mean(axis=1)
    x -= run_mean[:, None]
    spectrum = np.abs(fft.rfft(x, fft_length, axis=1)) ** 2
    cov = fft.irfft(spectrum, fft_length, axis=1)[:, : window + 1]
    cov = cov / (N - np.arange(window + 1))
    means.append(run_mean)
    variances.append(cov[:, 0])
    tau_estimates.append(0.5 + np.sum(cov[:, 1:], axis=1) / cov[:, 0])
means = np.concatenate(means)
variances = np.concatenate(variances)
tau_estimates = np.concatenate(tau_estimates)
n_eff_simulated = 1 / np.mean(means**2)
# a variance from 4000 runs has 2.2 % statistical error; allow four of these
assert abs(np.mean(means**2) / var_mean - 1) < 0.09

n_eff_variance = N / (1 + 2 * np.sum(phi ** (2 * lags[1:])))
n_eff_variance_simulated = 2 / np.var(variances)
# slightly skewed distribution and percent-level finite-run corrections
assert abs(n_eff_variance_simulated / n_eff_variance - 1) < 0.12
variance_deficit = 1 - np.mean(variances)
# statistical error of this average is about 0.0016
assert abs(variance_deficit - var_mean) < 0.0064
assert 42 < tau_estimates.mean() < 52
assert 8 < tau_estimates.std() < 20
low_n, high_n = np.percentile(N / (2 * tau_estimates), [16, 84])

# Worked example
frame_time = 1.0        # fs
temperature = 1000.0    # K
sigma = 40.0            # meV per cell
atoms = 64
kT = constants.k * temperature / constants.e * 1000
naive_error = sigma / np.sqrt(N)
standard_error = sigma / np.sqrt(n_eff)
simulated_error = sigma * np.sqrt(np.mean(means**2))
assert abs(simulated_error / standard_error - 1) < 0.05

# Second-order free-energy term for a Gaussian gap with zero mean
second_order = -(sigma**2) / (2 * kT)
average = quad(
    lambda z: np.exp(-z * z / 2 - sigma * z / kT) / np.sqrt(2 * np.pi), -12, 12
)[0]
assert abs(-kT * np.log(average) - second_order) < 1e-6
second_order_error = abs(second_order) * np.sqrt(2 / n_eff_variance)

# Bias from a start displaced by three standard deviations
displacement = 3 * sigma
impulse = np.zeros(N)
impulse[0] = displacement
start_bias = displacement * (TAU + 0.5) / N
assert abs(lfilter([1.0], [1.0, -phi], impulse).mean() - start_bias) < 1e-9

# Hidden slow mode, independent of the fast one
slow_weight, slow_tau = 0.05, 2000.0
slow_phi = (2 * slow_tau - 1) / (2 * slow_tau + 1)
rho_mixed = (1 - slow_weight) * phi**lags + slow_weight * slow_phi**lags
var_mixed = ((1 - slow_weight) * var_mean
             + slow_weight * variance_from_kicks(slow_phi, N))
assert abs(variance_from_correlation(rho_mixed) / var_mixed - 1) < 1e-9
tau_window = 0.5 + np.sum(rho_mixed[1 : window + 1])
tau_mixed = (1 - slow_weight) * TAU + slow_weight * slow_tau
assert tau_window < 0.5 * tau_mixed
slow_error = sigma * np.sqrt(var_mixed)

# Quantum nuclear correction to the free-energy difference
mode_energy, mismatch = 50.0, 0.01
modes = 3 * atoms - 3


def quantum_minus_classical(energy):
    ratio = energy / kT
    return kT * (np.log(2 * np.sinh(ratio / 2)) - np.log(ratio))


quantum_shift = modes * (
    quantum_minus_classical(mode_energy * (1 + mismatch))
    - quantum_minus_classical(mode_energy)
)
series_shift = modes * mode_energy**2 * ((1 + mismatch) ** 2 - 1) / (24 * kT)
# next term of the high-temperature series is about one percent here
assert abs(series_shift / quantum_shift - 1) < 0.03

print(f"Samples N: {N}")
print(f"Correlation time tau: {TAU:.0f} samples")
print(f"Two-sided sum 2 tau: {2 * TAU:.0f} samples")
print(f"N_eff = N/(2 tau): {n_eff:.1f}")
print("Readings of '50': phi, long-run N_eff, finite-run N_eff")
for name, (root, long_run, finite) in reading_results.items():
    print(f"  {name}: {root:.6f}, {long_run:.2f}, {finite:.2f}")
print(f"Finite-run two-sided sum: {g_finite:.3f} samples")
print(f"Moving average of {width}: tau = {tau_triangle:.1f} samples")
print(f"Moving average: finite-run N_eff = {1 / var_triangle:.2f}")
for k, value in thinned.items():
    print(f"Every {k}th frame: {N // k} frames, N_eff = {value:.1f}")
print(f"Simulated runs: {n_runs}")
print(f"N_eff from scatter of simulated means: {n_eff_simulated:.1f}")
print(f"N_eff for the variance, formula: {n_eff_variance:.1f}")
print(f"N_eff for the variance, simulated: {n_eff_variance_simulated:.1f}")
print(f"Deficit of sample variance, formula: {100 * var_mean:.2f} %")
print(f"Deficit of sample variance, simulated: {100 * variance_deficit:.2f} %")
print(f"Window for estimating tau: {window} samples")
print(f"Estimated tau, average over runs: {tau_estimates.mean():.1f} samples")
print(f"Estimated tau, scatter (1 s.d.): {tau_estimates.std():.1f} samples")
print(f"Estimated N_eff, middle 68 % of runs: {low_n:.0f} to {high_n:.0f}")
print(f"Frame spacing: {frame_time:.1f} fs")
print(f"Run length: {N * frame_time / 1000:.1f} ps")
print(f"Correlation time: {TAU * frame_time:.0f} fs")
print(f"Atoms per cell: {atoms}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.2f} meV")
print(f"Gap standard deviation: {sigma:.1f} meV per cell")
print(f"Naive standard error: {naive_error:.2f} meV per cell")
print(f"Correct standard error: {standard_error:.2f} meV per cell")
print(f"Correct standard error: {standard_error / atoms:.4f} meV per atom")
print(f"Standard error from simulation: {simulated_error:.2f} meV per cell")
print(f"Second-order free-energy term: {second_order:.2f} meV per cell")
print(f"Sampling error of that term: {second_order_error:.2f} meV per cell")
print(f"Start displacement: {displacement:.0f} meV per cell")
print(f"Bias of mean from start: {start_bias:.2f} meV per cell")
print(f"Slow mode: {100 * slow_weight:.0f} % of variance")
print(f"Slow mode tau: {slow_tau:.0f} samples")
print(f"With slow mode, true tau: {tau_mixed:.1f} samples")
print(f"With slow mode, tau seen in window: {tau_window:.1f} samples")
print(f"With slow mode, finite-run N_eff: {1 / var_mixed:.1f}")
print(f"With slow mode, standard error: {slow_error:.2f} meV per cell")
print(f"Vibrational modes: {modes}, each {mode_energy:.0f} meV")
print(f"Frequency mismatch: {100 * mismatch:.0f} %")
print(f"Quantum nuclear shift: {quantum_shift:.2f} meV per cell")
print(f"Quantum shift, leading series term: {series_shift:.2f} meV per cell")
print("ALL CHECKS PASSED")
```

Output:

```
Samples N: 10000
Correlation time tau: 50 samples
Two-sided sum 2 tau: 100 samples
N_eff = N/(2 tau): 100.0
Readings of '50': phi, long-run N_eff, finite-run N_eff
  half of two-sided sum: 0.980198, 100.00, 100.50
  sum over t>=1: 0.980392, 99.01, 99.51
  whole two-sided sum: 0.960784, 200.00, 200.50
Finite-run two-sided sum: 99.500 samples
Moving average of 100: tau = 50.0 samples
Moving average: finite-run N_eff = 100.33
Every 10th frame: 1000 frames, N_eff = 100.2
Every 100th frame: 100 frames, N_eff = 76.4
Simulated runs: 4000
N_eff from scatter of simulated means: 104.2
N_eff for the variance, formula: 200.0
N_eff for the variance, simulated: 212.4
Deficit of sample variance, formula: 1.00 %
Deficit of sample variance, simulated: 0.95 %
Window for estimating tau: 250 samples
Estimated tau, average over runs: 47.4 samples
Estimated tau, scatter (1 s.d.): 11.6 samples
Estimated N_eff, middle 68 % of runs: 85 to 139
Frame spacing: 1.0 fs
Run length: 10.0 ps
Correlation time: 50 fs
Atoms per cell: 64
Temperature: 1000 K
Thermal energy kT: 86.17 meV
Gap standard deviation: 40.0 meV per cell
Naive standard error: 0.40 meV per cell
Correct standard error: 4.00 meV per cell
Correct standard error: 0.0625 meV per atom
Standard error from simulation: 3.92 meV per cell
Second-order free-energy term: -9.28 meV per cell
Sampling error of that term: 0.93 meV per cell
Start displacement: 120 meV per cell
Bias of mean from start: 0.61 meV per cell
Slow mode: 5 % of variance
Slow mode tau: 2000 samples
With slow mode, true tau: 147.5 samples
With slow mode, tau seen in window: 59.0 samples
With slow mode, finite-run N_eff: 39.2
With slow mode, standard error: 6.38 meV per cell
Vibrational modes: 189, each 50 meV
Frequency mismatch: 1 %
Quantum nuclear shift: 4.57 meV per cell
Quantum shift, leading series term: 4.59 meV per cell
ALL CHECKS PASSED
```
